# Residual and Rigorous Error Bound for the Krylov Exponential: a numerical check

```python
"""Residual and error bound of the Krylov (Lanczos) exponential, hbar = 1.

H is Hermitian, u(t) = exp(-iHt) v with |v| = 1, and u_m(t) = V c(t) with
c(t) = exp(-iTt) e_1, where H V = V T + beta_m v_{m+1} e_m^T (Lanczos).
Claims under test:
  -iH u_m - du_m/dt = -i beta_m c_m(t) v_{m+1}
  |u - u_m| <= beta_m int_0^t |c_m(s)| ds <= (beta_1...beta_m) t^m / m!
and a computable bound B = beta_m sqrt(t (Q_n + R_n)), where Q_n is the n-point
Gauss value of int |c_m|^2 and R_n bounds its quadrature remainder.
theta, S: eigenvalues (Ritz values) and eigenvectors of T.
"""
import math
import numpy as np
from scipy.linalg import eigh_tridiagonal


def ising_chain(sites, J, hx, hz):
    X = np.array([[0.0, 1.0], [1.0, 0.0]])
    Z = np.diag([1.0, -1.0])

    def embed(op, j):
        return np.kron(np.kron(np.eye(2**j), op), np.eye(2**(sites - j - 1)))

    xs = [embed(X, j) for j in range(sites)]
    zs = [embed(Z, j) for j in range(sites)]
    H = -hx * sum(xs) - hz * sum(zs)
    for j in range(sites - 1):
        H = H - J * zs[j] @ zs[j + 1]
    return H


def krylov(H, v, m):
    """Lanczos with full reorthogonalization; returns V, alpha, beta, theta, S."""
    V = np.zeros((len(v), m + 1), dtype=complex)
    alpha, beta = np.zeros(m), np.zeros(m)
    V[:, 0] = v / np.linalg.norm(v)
    for j in range(m):
        w = H @ V[:, j]
        alpha[j] = np.vdot(V[:, j], w).real
        for _ in range(2):
            w = w - V[:, :j + 1] @ (V[:, :j + 1].conj().T @ w)
        beta[j] = np.linalg.norm(w)
        V[:, j + 1] = w / beta[j]
    theta, S = eigh_tridiagonal(alpha, beta[:m - 1])
    return V, alpha, beta, theta, S


def small_vector(theta, S, s):
    """c(s) for an array of times; one column for each time."""
    s = np.atleast_1d(s)
    return S @ (np.exp(-1j * np.outer(theta, s)) * S[0][:, None])


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def integral_bound(K, t, panels=200):
    _, _, beta, theta, S = K
    x, w = gauss(0.0, t / panels, 6)
    s = (np.arange(panels)[:, None] * t / panels + x).ravel()
    return beta[-1] * np.sum(np.tile(w, panels)
                             * np.abs(small_vector(theta, S, s)[-1]))


def gauss_square(K, t, n):
    """Gauss value of int |c_m|^2 and a bound on its remainder."""
    theta, S = K[3], K[4]
    s, w = gauss(0.0, t, n)
    Q = np.sum(w * np.abs(small_vector(theta, S, s)[-1])**2)
    spread = theta[-1] - theta[0]
    log_R = ((2*n + 1) * math.log(t) + 4 * math.lgamma(n + 1)
             + 2*n * math.log(spread) - math.log(2*n + 1)
             - 3 * math.lgamma(2*n + 1))
    return Q, math.exp(log_R)


def computable_bound(K, t, n=32):
    Q, R = gauss_square(K, t, n)
    return K[2][-1] * math.sqrt(t * (Q + R))


def apriori_bound(K, t):
    m = len(K[1])
    return np.prod(K[2]) * t**m / math.factorial(m)


def endpoint_estimate(K, t):
    return t * K[2][-1] * abs(small_vector(K[3], K[4], t)[-1, 0])


def krylov_state(K, t):
    return K[0][:, :-1] @ small_vector(K[3], K[4], t)[:, 0]


J, hx, hz, sites = 1.0, 1.0, 0.5, 8
H = ising_chain(sites, J, hx, hz)
energies, modes = np.linalg.eigh(H)
start = np.zeros(2**sites, dtype=complex)
start[0] = 1.0
FLOOR = 1e-12   # allowance for rounding in the reference and in Lanczos


def exact(v, t):
    return modes @ (np.exp(-1j * energies * t) * (modes.T @ v))


def true_error(K, t):
    return np.linalg.norm(exact(start, t) - krylov_state(K, t))


print(f"Ising chain: {sites} spins, dimension {2**sites}, J={J}, hx={hx}, hz={hz}")
print(f"lowest, highest energy: {energies[0]:.4f}, {energies[-1]:.4f} J")

# Residual from its definition, time derivative by central differences
t = 1.0
K12 = krylov(H, start, 12)
V, alpha, beta, theta, S = K12
d = 1e-3
derivative = (8 * (krylov_state(K12, t + d) - krylov_state(K12, t - d))
              - krylov_state(K12, t + 2*d) + krylov_state(K12, t - 2*d)) / (12*d)
res_definition = -1j * (H @ krylov_state(K12, t)) - derivative
res_formula = -1j * beta[-1] * small_vector(theta, S, t)[-1, 0] * V[:, -1]
res_gap = np.linalg.norm(res_definition - res_formula)
assert res_gap < 1e-6
assert np.linalg.norm(res_formula) > 100 * res_gap
print("m=12 alpha_1..4 (J):", " ".join(f"{a:.4f}" for a in alpha[:4]))
print("m=12 beta_1..4 (J):", " ".join(f"{b:.4f}" for b in beta[:4]))
print(f"m=12 beta_12: {beta[-1]:.4f} J")
print(f"m=12 Ritz spread: {theta[-1] - theta[0]:.4f} J")
print(f"residual norm at t=1, definition: {np.linalg.norm(res_definition):.6e} J")
print(f"residual norm at t=1, formula:    {np.linalg.norm(res_formula):.6e} J")
for s in (0.25, 0.5, 0.75):
    value = beta[-1] * abs(small_vector(theta, S, s)[-1, 0])
    print(f"residual norm at t={s} /J, m=12: {value:.4e} J")

# Error vector as the propagated and integrated residual
nodes, weights = gauss(0.0, t, 48)
last = small_vector(theta, S, nodes)[-1]
duhamel = sum(w * exact(-1j * beta[-1] * c * V[:, -1], t - s)
              for s, w, c in zip(nodes, weights, last))
error_vector = exact(start, t) - krylov_state(K12, t)
duhamel_gap = np.linalg.norm(duhamel - error_vector)
assert duhamel_gap < 1e-11
print(f"error vector minus residual integral, norm: {duhamel_gap:.1e}")

# Convolution form of the last component for m = 3, by nested quadrature
K3 = krylov(H, start, 3)
th = K3[3]
s_end = 0.7
outer, w_outer = gauss(0.0, s_end, 30)
nested = 0.0
for s1, w1 in zip(outer, w_outer):
    s2, w2 = gauss(0.0, s1, 30)
    inner = np.sum(w2 * np.exp(-1j * (th[1] * (s1 - s2) + th[0] * s2)))
    nested += w1 * np.exp(-1j * th[2] * (s_end - s1)) * inner
nested *= (-1j)**2 * K3[2][0] * K3[2][1]
assert abs(nested - small_vector(th, K3[4], s_end)[-1, 0]) < 1e-11

# Gauss remainder against the closed sine sum for int |c_m|^2
weight = S[-1] * S[0]
assert np.sum(np.abs(weight)) <= 1 + 1e-12
gap = theta[:, None] - theta[None, :]
closed = weight @ (t * np.sinc(gap * t / np.pi)) @ weight
for n in (4, 6, 8, 10):
    Q, R = gauss_square(K12, t, n)
    assert abs(Q - closed) <= R + 1e-15
Q32, R32 = gauss_square(K12, t, 32)
assert abs(Q32 - closed) < 1e-14
print(f"m=12, t=1: Q_32 = {Q32:.4e} /J, remainder bound R_32 = {R32:.1e} /J")

# Bounds against the true error for several Krylov dimensions
print("t=1/J:  m  error      integral   B          a priori   endpoint")
for m in (6, 9, 12, 15, 18, 21):
    K = krylov(H, start, m)
    err, integ = true_error(K, t), integral_bound(K, t)
    B, prior = computable_bound(K, t), apriori_bound(K, t)
    assert err <= integ * (1 + 1e-6) + FLOOR
    assert integ <= B * (1 + 1e-6) + FLOOR
    assert integ <= prior * (1 + 1e-6) + FLOOR
    s = np.linspace(0.05, t, 40)
    ceiling = np.prod(K[2][:-1]) * s**(m - 1) / math.factorial(m - 1)
    assert np.all(np.abs(small_vector(K[3], K[4], s)[-1])
                  <= ceiling * (1 + 1e-9) + 1e-14)
    print(f"       {m:2d}  {err:.3e}  {integ:.3e}  {B:.3e}  {prior:.3e}"
          f"  {endpoint_estimate(K, t):.3e}")

# Norm and energy are conserved although the state is wrong
K6 = krylov(H, start, 6)
psi = krylov_state(K6, t)
norm_drift = abs(np.linalg.norm(psi) - 1)
energy_drift = abs(np.vdot(psi, H @ psi).real - np.vdot(start, H @ start).real)
assert norm_drift < 1e-12 and energy_drift < 1e-11
assert true_error(K6, t) > 1e-3
print(f"m=6, t=1: norm drift {norm_drift:.1e}, energy drift {energy_drift:.1e} J")

# Short-time sharpness
K4 = krylov(H, start, 4)
deficits = []
for ts in (0.05, 0.025):
    err, integ = true_error(K4, ts), integral_bound(K4, ts)
    deficits.append(1 - err / integ)
    ratio_B = computable_bound(K4, ts) / integ
    ratio_end = endpoint_estimate(K4, ts) / err
    print(f"m=4, t={ts} /J: error/integral {err/integ:.6f}, "
          f"B/integral {ratio_B:.4f}, endpoint/error {ratio_end:.4f}")
assert deficits[1] > 0 and 3.6 < deficits[0] / deficits[1] < 4.4
assert abs(ratio_B - 4 / math.sqrt(7)) < 0.01
assert abs(ratio_end - 4) < 0.05
print(f"deficit ratio on halving t: {deficits[0]/deficits[1]:.3f}")
print(f"short-time limit of B/integral, m=4: {4/math.sqrt(7):.4f}")

# Three levels: the residual vanishes at the final time, the error does not
g1, g2, delta = 0.1, 0.1, 2.0
H3 = np.array([[0, g1, 0], [g1, delta, g2], [0, g2, 0]])
e3, m3 = np.linalg.eigh(H3)
first = np.array([1.0, 0.0, 0.0])
Omega = math.sqrt(delta**2 + 4 * g1**2)
t3 = 2 * math.pi / Omega
K2 = krylov(H3, first, 2)
err3 = np.linalg.norm(m3 @ (np.exp(-1j * e3 * t3) * m3[0]) - krylov_state(K2, t3))
bound3 = 8 * g1 * g2 / Omega**2
assert abs(integral_bound(K2, t3) - bound3) < 1e-8
assert endpoint_estimate(K2, t3) < 1e-14
assert 1e-3 < err3 <= bound3
print(f"three levels: g1={g1}, g2={g2}, delta={delta}, Omega={Omega:.5f} (model units)")
print(f"three levels: t={t3:.5f}, endpoint estimate {endpoint_estimate(K2, t3):.1e}")
print(f"three levels: true error {err3:.6f}, integrated bound {bound3:.6f}")

# Many steps: local bounds add
state, total, step, count = start.copy(), 0.0, 0.5, 10
for _ in range(count):
    K = krylov(H, state, 12)
    total += computable_bound(K, step)
    state = krylov_state(K, step)
global_error = np.linalg.norm(exact(start, step * count) - state)
assert global_error <= total + FLOOR
print(f"{count} steps of {step} /J, m=12: final time {step*count} /J")
print(f"global error {global_error:.4e}, sum of local bounds B {total:.4e}")

print("all tests passed")
```

It prints:

```
Ising chain: 8 spins, dimension 256, J=1.0, hx=1.0, hz=0.5
lowest, highest energy: -12.8631, 10.0812 J
m=12 alpha_1..4 (J): -11.0000 -6.5000 -3.2288 -1.2570
m=12 beta_1..4 (J): 2.8284 3.8406 4.7366 5.3259
m=12 beta_12: 4.2112 J
m=12 Ritz spread: 22.9385 J
residual norm at t=1, definition: 2.214826e-01 J
residual norm at t=1, formula:    2.214826e-01 J
residual norm at t=0.25 /J, m=12: 3.8093e-07 J
residual norm at t=0.5 /J, m=12: 5.3232e-04 J
residual norm at t=0.75 /J, m=12: 2.4015e-02 J
error vector minus residual integral, norm: 5.5e-15
m=12, t=1: Q_32 = 1.8137e-04 /J, remainder bound R_32 = 4.3e-41 /J
t=1/J:  m  error      integral   B          a priori   endpoint
        6  5.349e-01  8.436e-01  1.107e+00  1.100e+01  1.460e+00
        9  1.932e-01  2.628e-01  4.581e-01  2.203e+00  1.280e+00
       12  2.296e-02  2.620e-02  5.671e-02  1.510e-01  2.215e-01
       15  1.362e-03  1.487e-03  3.771e-03  6.165e-03  1.801e-02
       18  2.879e-05  3.039e-05  8.663e-05  1.002e-04  4.735e-04
       21  2.948e-07  3.045e-07  9.533e-07  8.252e-07  5.781e-06
m=6, t=1: norm drift 4.4e-16, energy drift 1.8e-15 J
m=4, t=0.05 /J: error/integral 0.996931, B/integral 1.5103, endpoint/error 4.0002
m=4, t=0.025 /J: error/integral 0.999231, B/integral 1.5115, endpoint/error 4.0001
deficit ratio on halving t: 3.990
short-time limit of B/integral, m=4: 1.5119
three levels: g1=0.1, g2=0.1, delta=2.0, Omega=2.00998 (model units)
three levels: t=3.12600, endpoint estimate 4.9e-18
three levels: true error 0.015553, integrated bound 0.019802
10 steps of 0.5 /J, m=12: final time 5.0 /J
global error 2.3268e-04, sum of local bounds B 5.7961e-04
all tests passed
```
